# The finite emission step of two-dimensional electrons with polar optical phonons

If polar-optical emission in a two-dimensional channel is assumed to start gradually, as it does in a bulk polar crystal, the scattering of electrons just above the phonon energy is underestimated. If the step is recognised but its height is taken from the long-wavelength coupling, the error goes the other way. For the screened sheet treated below, that choice makes the emission rate at threshold too large by a factor of 2.6. Both errors enter a mobility calculation through the electrons that have just enough energy to emit. The second also affects slower electrons if the same long-wavelength coupling is used for absorption, which it makes too strong.

## The model and the claim

An electron of charge $-e$ moves in one isotropic parabolic valley with mass $m$ and energy $E=\hbar^2k^2/2m$. A polar optical mode has energy $\hbar\omega$, independent of wavevector, and thermal occupation $N=1/(e^{\hbar\omega/k_BT}-1)$. Scattering conserves spin and valley, the final states are empty, and the coupling is kept to lowest order.

Let $g(q)$ be the coupling matrix element in a sheet of area $A$, without the occupation factor. Since $|g|^2\propto1/A$, the useful quantity is $W(q)=A|g(q)|^2$. Define

$$k_0=\sqrt{2m\omega/\hbar},$$

the wavevector of an electron whose kinetic energy is one phonon energy. The emission rate $\Gamma$ vanishes for $E<\hbar\omega$, and as $E$ approaches $\hbar\omega$ from above it tends to

$$\Gamma_{\rm step}=(N+1)\,\frac{m\,W(k_0)}{\hbar^3}.$$

The coupling at $k_0$ thus sets the height together with the mass and the phonon occupation.

## The coupling of a polar sheet

A longitudinal polarisation wave $Pe^{iqx}$ in the sheet carries the charge density $\rho=-\partial_xP_x$, of amplitude $-iqP$. Outside the sheet the potential obeys Laplace's equation, so it is $\phi_0e^{iqx-q|z|}$. Let the media on the two sides have relative permittivities $\kappa_1,\kappa_2$ with mean $\kappa$. The jump of the normal displacement field is $2\varepsilon_0\kappa q\phi_0$ and equals the total sheet charge.

That total includes charge induced in the sheet's own electrons. With sheet polarizability $\alpha$, the field $-iq\phi_0$ induces the polarisation $-iq\alpha\phi_0$ and hence the charge $-q^2\alpha\phi_0$. Therefore

$$2\varepsilon_0\kappa q\phi_0=\rho-\alpha q^2\phi_0,\qquad
\phi_0=\frac{\rho}{2\varepsilon_0q\,\epsilon(q)},$$

with $\epsilon(q)=\kappa+r_0q$ and $r_0=\alpha/2\varepsilon_0$. The factor $q$ in $\rho$ cancels the $1/q$ of the potential, so the electron's potential energy has magnitude $eP/[2\varepsilon_0\epsilon(q)]$.

For relative ionic displacement $u$, effective charge $eZ$ and cell area $\Omega$, $P=eZu/\Omega$. With $A/\Omega$ cells of reduced mass $\mu$, the squared displacement amplitude of one mode is $\hbar\Omega/(2A\mu\omega)$, multiplied by $n+1$ for emission into a mode holding $n$ phonons. The thermal mean of that factor is $N+1$. Multiplying the squared energy by $A$ gives

$$W(q)=\left[\frac{e^2Z}{2\varepsilon_0\epsilon(q)}\right]^2\frac{\hbar}{2\mu\omega\Omega}.$$

This is finite at $q=0$ and decreases with $q$ through screening. The two derivations below need this form only for details; the step itself requires that $W$ be continuous near $k_0$.

## First derivation: counting final states

The golden rule gives

$$\Gamma=\frac{2\pi}{\hbar}(N+1)\int\!\frac{d^2k'}{(2\pi)^2}\,W(|\mathbf k-\mathbf k'|)\,\delta(E-\hbar\omega-E').$$

Because $E'=\hbar^2k'^2/2m$, we have $k'dk'=m\,dE'/\hbar^2$. Writing $\langle\cdots\rangle_\theta$ for the mean over the angle between $\mathbf k$ and $\mathbf k'$,

$$\int\!\frac{d^2k'}{(2\pi)^2}=\frac{m}{2\pi\hbar^2}\int_0^\infty\!dE'\,\langle\cdots\rangle_\theta .$$

The density of states in front is constant. If $E<\hbar\omega$, the delta function has no solution with $E'\ge0$, and the rate is zero. If $E>\hbar\omega$, it selects $E'=E-\hbar\omega$, and

$$\Gamma=(N+1)\frac{m}{\hbar^3}\langle W(q)\rangle_\theta,\qquad q^2=k^2+k'^2-2kk'\cos\theta .$$

At threshold $k'\to0$ and $k\to k_0$, so $q\to k_0$ for every angle. Continuity of $W$ then gives $\Gamma_{\rm step}$. Physically, the electron gives up its whole momentum and ends at the band bottom, where a two-dimensional band already has its full density of states.

### How the rate leaves the step

Put $x=(E-\hbar\omega)/\hbar\omega$, so that $k^2=k_0^2(1+x)$ and $k'^2=k_0^2x$. With $s=q^2$ and $s_0=k_0^2$, the deviation is

$$s-s_0=s_0\left[2x-2\sqrt{x(1+x)}\cos\theta\right].$$

Its mean is $2xs_0$. Its mean square is $2xs_0^2+O(x^2)$, because $\langle\cos^2\theta\rangle=1/2$; higher moments are $O(x^2)$. For a smooth coupling, Taylor expansion gives

$$\langle W\rangle_\theta=W+x\left(2s_0W'+s_0^2W''\right)+O(x^2),$$

where primes are derivatives with respect to $s$, taken at $s_0$. With $D=s\,d/ds$, $sW'=DW$ and $s^2W''=D^2W-DW$, so the bracket is $DW+D^2W$.

For the sheet, let $p=r_0q/\epsilon(q)$ at $q=k_0$, the sheet's share of the screening. Since $D\epsilon=r_0q/2$, we find $DW=-pW$ and $Dp=p(1-p)/2$. Hence $D^2W=[p^2-p(1-p)/2]W$, and the relative slope in $x$ is

$$-p+p^2-\tfrac12p(1-p)=-\tfrac32p(1-p).$$

The rate falls after the step. The slope vanishes for screening by the surroundings alone ($p=0$), where $W$ is constant.

A second case is a layer much thinner than $1/k_0$ coupled to bulk polar phonons, whose squared coupling is proportional to $1/(q^2+q_z^2)$. Integration over the perpendicular wavevector $q_z$ gives $\pi/q$, so $W\propto s^{-1/2}$. Then $DW=-W/2$ and $D^2W=W/4$, and the relative slope is $-1/4$. The step formula still applies, although this coupling diverges at $q=0$: emission at threshold does not use that wavevector.

### Momentum loss and absorption

The rate of loss of forward momentum contains the extra weight $1-(k'/k)\cos\theta$. It tends to one at threshold, so momentum loss has the same step. To first order the weight adds

$$-\left\langle\frac{k'}{k}\cos\theta\,(-2kk'\cos\theta)W'\right\rangle_\theta=k'^2W'=xs_0W'=-pxW,$$

which changes the sheet's relative slope to $-\frac32p(1-p)-p$. This quantity is a momentum-loss rate. For inelastic scattering it is not in general the inverse relaxation time in a mobility formula.

An electron at rest can absorb a phonon and reach $k'=k_0$. Its transfer is again $k_0$, with factor $N$ in place of $N+1$, so

$$\frac{\Gamma_{\rm step}}{\Gamma_{\rm abs}(0)}=\frac{N+1}{N}=e^{\hbar\omega/k_BT}.$$

## Second derivation: the long memory of a spreading wave

The same result can be obtained in time, without inserting an energy delta function. Let $c(t)$ be the amplitude of the initial electron state and $b_{\mathbf k'}(t)$ that of the state with one more phonon, both in the interaction picture. Put $\Delta=E-\hbar\omega$ and let $V$ be the emission matrix element, with $|V|^2=(N+1)W/A$. Then

$$i\hbar\dot c=\sum_{\mathbf k'}V^*b_{\mathbf k'}e^{i(\Delta-E')t/\hbar},\qquad
i\hbar\dot b_{\mathbf k'}=Vc\,e^{-i(\Delta-E')t/\hbar}.$$

Integrating the second equation from $b_{\mathbf k'}(0)=0$ and inserting it in the first gives $\dot c(t)=-\int_0^tK(\tau)c(t-\tau)d\tau$, with

$$K(\tau)=\frac{(N+1)m}{2\pi\hbar^4}\int_0^\infty\!dE'\,J(E')\,e^{i(\Delta-E')\tau/\hbar}.$$

Here $J(E')=\langle W(|\mathbf k-\mathbf k'|)\rangle_\theta$, and $J(0)=W(k)$. For weak coupling $c$ changes little during the memory time, so $\dot c=-c\int_0^\infty K\,d\tau$. The population $|c|^2$ decays at the rate $\Gamma=2\,{\rm Re}\int_0^\infty K\,d\tau$.

**Below threshold.** Set $a=|\Delta|+E'>0$. With a convergence factor $e^{-\eta\tau/\hbar}$, the time integral is $\hbar/(\eta+ia)$. Its real part $\hbar\eta/(\eta^2+a^2)$ vanishes as $\eta\to0$, because $a\ge|\Delta|$. There is an energy shift but no decay.

**The jump.** Write $J(E')=J(0)e^{-\lambda E'}+R(E')$ with some $\lambda>0$, so $R(0)=0$. For the first part use $u=\tau/\hbar$ and

$$\int_0^\infty\!dE'\,e^{-\lambda E'-iE'u}=\frac1{\lambda+iu}.$$

At $-u$ the integrand $e^{i\Delta u}/(\lambda+iu)$ is the complex conjugate of its value at $u$. The real part of its half-line integral is therefore half the full-line integral, which Fourier inversion supplies:

$${\rm Re}\int_0^\infty\!\frac{e^{i\Delta u}}{\lambda+iu}\,du=
\begin{cases}\pi e^{-\lambda\Delta},&\Delta>0\\0,&\Delta<0.\end{cases}$$

Multiplying by $2\hbar(N+1)mJ(0)/(2\pi\hbar^4)$ gives $(N+1)mW(k)e^{-\lambda\Delta}/\hbar^3$ above threshold, which tends to $\Gamma_{\rm step}$.

The remainder $R$ adds no jump. Since $R(0)=0$, integration by parts leaves a memory falling as $1/\tau^2$ at long times. At short times it is at worst logarithmic for the sheet, where $J\propto1/E'$ at large $E'$. It is thus absolutely integrable, and its contribution is continuous in $\Delta$. That contribution is zero below threshold, because the total and the first part both vanish there. By continuity it tends to zero at threshold from above, and the step is established again.

The step comes from the $1/\tau$ tail of the memory. For constant $W$, the memory is proportional to the amplitude for the slow final electron to remain where it was created, $m/(2\pi i\hbar\tau)$. Each dimension of free spreading contributes a factor $\tau^{-1/2}$. In three dimensions the tail is $\tau^{-3/2}$, which is integrable at long times, so the rate is continuous.

For the bulk coupling $1/q^2$ the golden rule shows the onset directly. The rate is proportional to

$$k'\int_{-1}^{1}\frac{dv}{k^2+k'^2-2kk'v}=\frac1k\ln\frac{k+k'}{k-k'}\simeq\frac{2k'}{k^2},$$

where $v=\cos\theta$. This starts as $\sqrt x$. Numerically, the ratio of the bulk rates at $x=10^{-2}$ and $10^{-4}$ is 9.9, against 10 for a pure square root.

### A finite lifetime rounds the step

If the final states decay with energy width $\gamma$, their amplitudes carry the factor $e^{-\gamma\tau/2\hbar}$. Take $\gamma$ constant near the band bottom, with $\gamma$ and $|\Delta|$ much smaller than $1/\lambda$. In the real part of the integral, the term $\lambda\cos(\Delta u)/(\lambda^2+u^2)$ is concentrated at small $u$ and gives $\pi/2$. The other term becomes

$$I(\Delta)=\int_0^\infty\frac{\sin\Delta u}{u}e^{-\gamma u/2}du.$$

Its derivative is $(\gamma/2)/(\gamma^2/4+\Delta^2)$ and $I(0)=0$, so $I=\arctan(2\Delta/\gamma)$. Therefore

$$\Gamma\simeq\Gamma_{\rm step}\left[\frac12+\frac1\pi\arctan\frac{2\Delta}{\gamma}\right].$$

The rise from 10 to 90 percent takes an energy $\gamma\tan(0.4\pi)=3.08\,\gamma$.

## What each derivation assumes

Both derivations use the same Hamiltonian, a parabolic final band and lowest-order coupling. The first assumes sharp energy conservation. It needs only continuity of $W$ at $k_0$ for the step, and it gives the slopes with little work. The second needs enough smoothness for the remainder's memory to be integrable, and it assumes that $c$ changes slowly during the memory. In return it shows why dimension matters and admits a final-state lifetime.

It also exposes a limit of lowest order. Below threshold the energy shift due to virtual emission is

$$\delta E=\hbar\,{\rm Im}\!\int_0^\infty\!K\,d\tau=-\frac{(N+1)m}{2\pi\hbar^2}\int_0^\infty\frac{J(E')\,dE'}{|\Delta|+E'}.$$

As $|\Delta|\to0$ it grows in magnitude as $(\hbar\Gamma_{\rm step}/2\pi)\ln(1/|\Delta|)$, with $|\Delta|$ measured in any fixed energy unit. The memory time, of order $\hbar/|\Delta|$, grows too. The sharp step is therefore a weak-coupling limit taken before $\Delta\to0$; at fixed coupling, energies within roughly $\hbar\Gamma_{\rm step}$ of threshold need a treatment beyond lowest order. In the channel below, that is about 1 meV. If no other process intervenes, an electron so close to threshold does not decay exponentially at the golden-rule rate.

## A worked channel

Take rough parameters in the regime of monolayer MoS$_2$ between hexagonal boron nitride layers at 300 K: $m=0.45\,m_e$, $\hbar\omega=48$ meV, $Z=1.0$, $\mu=38.4$ u, $\Omega=0.0887$ nm$^2$, $\kappa=5.0$ and $r_0=4.0$ nm. With $\hbar^2/m_e=0.0762$ eV nm$^2$,

$$k_0=\sqrt{\frac{2(0.45)(0.048)}{0.0762}}=0.753\ {\rm nm}^{-1},\qquad
\epsilon(k_0)=5.0+4.0(0.753)=8.01 .$$

The squared zero-point length $\hbar/2\mu\omega$ is $1.134\times10^{-5}$ nm$^2$ and $e^2/2\varepsilon_0=9.048$ eV nm, so

$$W(k_0)=\left(\frac{9.048}{8.01}\right)^2\frac{1.134\times10^{-5}}{0.0887}
=1.63\times10^{-4}\ {\rm eV^2\,nm^2}.$$

Using $W(0)$ instead would multiply this by $(8.01/5.0)^2=2.6$, the error named at the start.

With $N=0.185$, the step expressed as an energy is

$$\hbar\Gamma_{\rm step}=1.185\,\frac{0.45}{0.0762}\,(1.63\times10^{-4})\ {\rm eV}=1.14\ {\rm meV}.$$

Division by $\hbar=0.658$ meV ps gives $\Gamma_{\rm step}=1.73$ ps$^{-1}$, an emission time of 0.58 ps. At the threshold speed of $1.94\times10^5$ m/s this corresponds to 112 nm of flight if no other process intervenes.

An explicit sum over a $1200\times1200$ mesh of final states, with the delta function replaced by a Gaussian of standard deviation $0.005\hbar\omega$, tests the reduction. The rate at $0.95\hbar\omega$ is negligible, and at 1.05, 1.10 and $1.15\hbar\omega$ it is 1.704, 1.676 and 1.650 ps$^{-1}$. Quadratic extrapolation to threshold gives 1.7337 ps$^{-1}$, against 1.7338 from the formula.

The gentle decline follows from $p=0.376$: the relative slope is $-1.5(0.376)(0.624)=-0.352$. For momentum loss it is $-0.728$. Absorption continues through the threshold at 0.21 ps$^{-1}$, so the total polar scattering rate jumps from 0.21 to 1.94 ps$^{-1}$. In a dilute thermal population the constant density of states puts a fraction $e^{-\hbar\omega/k_BT}=0.16$ of the electrons above threshold. The step therefore acts directly on a minority of them at low field.

### How sharp and how isolated is it?

Acoustic scattering, estimated with a deformation potential of 3 eV and a sound speed of 7000 m/s, has a rate of 2.3 ps$^{-1}$. Together with absorption of polar and homopolar phonons it gives final states at the band bottom a width of 2.05 meV. If this width is taken as constant through the band edge, the 10–90 percent rise is $3.08\times2.05=6.3$ meV, small compared with 48 meV but not negligible. For these inputs this is an overestimate: acoustic scattering needs final states and dies out below the edge. Letting its part of the width follow the broadened density of states self-consistently shortens the rise to about 4 meV. Only one acoustic branch is counted here; adding a transverse branch with a rough deformation potential of 1.6 eV and a sound speed of 4200 m/s brings the self-consistent rise back to about 6 meV.

A driving field also blurs the final energy. Equating the confinement energy $\hbar^2/2m\ell^2$ to the potential drop $eF\ell$ over a length $\ell$ gives the scale $(\hbar^2e^2F^2/2m)^{1/3}$. At $F=0.01$ MV/cm this is 4.4 meV. For states of fixed total energy, the local density of final states then rises from 10 to 90 percent over about 6 meV, comparable with the lifetime smearing. The rate of a momentum state, plotted against its instantaneous kinetic energy, is blurred more, because the electron accelerates during the memory time. With $v$ the threshold speed, the scale is $\sqrt{\hbar veF}=11$ meV, and for motion along the field with constant $W$ the rise spreads over roughly 20 meV.

Two other idealisations matter less here. The polar phonon energy rises by 0.11 meV between $q=0$ and $k_0$, and including this dispersion changes the rate at $1.05\hbar\omega$ by 0.04 percent. A two-band model with a 1.8 eV gap and the same band-bottom mass lowers the step by 3.5 percent, through a larger $k_0$ and a reduced overlap of the initial and final states. The effect of the zero thickness of the sheet is less certain. Spreading the polar charge, the electron and the screening charge uniformly over a thickness $d$ of 0.3 to 0.6 nm, with $r_0$ unchanged and the permittivity $\kappa$ also filling the layer, lowers $W(k_0)$ by roughly 9 to 17 percent. If the layer instead displaces the surroundings, with in-plane permittivity $1+2r_0/d$ and an out-of-plane permittivity near 6, $W(k_0)$ rises by 1 to 2 percent, so the size and sign of this correction depend on how the slab is modelled.

### Beside a real device

The parameters are typical in order of magnitude for such a channel, but two assumptions are poor for a working transistor. The first is that the polar mode acts alone. A homopolar phonon at 50 meV, with a rough deformation potential of 40 eV/nm, has its own step of 3.9 ps$^{-1}$, more than twice the polar one. The 2 meV separation is smaller than the smearing, so the two steps overlap strongly. Whether any double structure remains visible depends on how the final-state width varies near the band bottom.

The second is an empty channel. At $10^{12}$ cm$^{-2}$, linear dynamic screening with the phonon energy held fixed multiplies $W(k_0)$ by 0.65. The band bottom is 9.8 percent filled, which multiplies the out-scattering rate by 0.90. Together they reduce the polar step to about $1.73\times0.65\times0.90=1.0$ ps$^{-1}$. At $10^{11}$ cm$^{-2}$ the corresponding factors are 0.96 and 0.99, and the empty-channel value is a fair estimate of the polar contribution. Coupled plasmon–phonon modes, phonons of the surrounding layers and intervalley scattering are not included in these figures. The numerical output lists the inputs and most of the values quoted here.

## Computed results

```
Band mass: 0.45 m_e; phonon energy: 48.0 meV
Temperature: 300 K; thermal energy: 25.85 meV
Effective charge: 1.0 e; reduced mass: 38.4 u
Lattice constant: 0.32 nm; cell area: 0.0887 nm^2
Surrounding permittivity: 5.0; screening length: 4.0 nm
e^2/(2 eps0): 9.0476 eV nm; hbar^2/m_e: 0.07620 eV nm^2
Squared zero-point length: 1.1339e-05 nm^2
Phonon occupation N: 0.1851
Threshold wavevector k0: 0.7529 1/nm
eps(k0): 8.012; screening share p: 0.3759
Coupling W(k0): 1.6307e-04 eV^2 nm^2
STEP from formula: 1.7338 1/ps
Step from mesh sums: 1.7337 1/ps
Momentum-loss step from mesh: 1.7333 1/ps
Shift on halving mesh density: 6.7e-16
Emission time at threshold: 0.5768 ps
Electron speed at threshold: 1.937e+05 m/s
Flight length, speed/step: 111.7 nm
Mesh rate at 0.95 hw: 1.3e-23 1/ps
Mesh rate at 1.05 hw: 1.7042 1/ps
Mesh rate at 1.10 hw: 1.6763 1/ps
Mesh rate at 1.15 hw: 1.6498 1/ps
Relative slope, formula: -0.3519; numeric: -0.3519
Momentum-loss slope: -0.7278; numeric: -0.7278
Absorption rate at rest: 0.2708 1/ps
Step/absorption at rest: 6.4027
Absorption rate at hw: 0.2097 1/ps
3D rate ratio, excess 0.01 to 0.0001 hw: 9.935
Sizes of neglected effects:
Homopolar input: 50 meV, 40 eV/nm
Homopolar-phonon step: 3.8880 1/ps
Acoustic input: 3.0 eV, 7000 m/s
Acoustic rate: 2.2783 1/ps
Final-state lifetime width: 2.048 meV
10-90 percent width of step: 6.30 meV
LO energy rise from q=0 to k0: 0.109 meV
Rate change by LO dispersion, 1.05 hw: 0.04 %
Two-band gap: 1.8 eV; step change: -3.50 %
Density 1e+11 cm^-2: band-bottom filling 0.0102
  factor on W(k0) from carrier screening: 0.9606
Density 1e+12 cm^-2: band-bottom filling 0.0978
  factor on W(k0) from carrier screening: 0.6533
Field smearing at 0.01 MV/cm: 4.39 meV
Thermal fraction above threshold: 0.1562
```
